# Capacitance of the Bikerman double layer and its one-third threshold, part 2

A flat electrode borders an electrolyte with ions of charge $\pm ze$ ($e>0$) and uniform permittivity $\varepsilon$. We ask how its differential capacitance per unit area, $C=d\sigma/d\phi_0$, varies with its potential $\phi_0$, measured from the bulk; $\sigma$ is its surface charge density.

In the model, each cell of volume $a^3$ holds at most one ion, and ions otherwise interact only through the mean potential $\phi(x)$. By assumption 4, the occupancies at $x$ depend on $\phi$ at the same $x$, so layered packing at the wall is absent.

Each ion has bulk density $c_0$, and $\nu=2a^3c_0$ is the bulk packing fraction. The Debye length is $\lambda=\sqrt{\varepsilon kT/(2z^2e^2c_0)}$, and $C_0=\varepsilon/\lambda$. With $u=ze\phi/kT$, equal to $u_0$ at the electrode, and $D=1-\nu+\nu\cosh u$, a fraction $(1-\nu)/D$ of the cells is free. Cations and anions occupy the fractions $\eta_\pm$.

Poisson's equation with the ionic charge density

$$\rho=\frac{ze}{a^3}(\eta_+-\eta_-)=\frac{ze}{a^3}\,\frac{\nu}{2}\,\frac{e^{-u}-e^{u}}{D}=-\frac{ze\,\nu}{a^3}\frac{\sinh u}{D} \tag{7}$$

and Gauss's law gave, in Part I,

$$\boxed{\;C=C_0\,\frac{|\sinh u_0|}{D(u_0)\sqrt{\dfrac{2}{\nu}\ln D(u_0)}}\;} \tag{2}$$

For large $|u_0|$,

$$C\approx\frac{C_0}{\sqrt{2\nu\,[\,|u_0|-\ln(2/\nu)\,]}}. \tag{11}$$

If counterions fill every cell up to a distance $d$, with no field beyond,

$$C=\frac{d|\sigma|/dd}{d|\phi_0|/dd}=\frac{ze/a^3}{ze\,d/(\varepsilon a^3)}=\frac{\varepsilon}{d},\qquad d=\sqrt{\frac{2\varepsilon a^3|\phi_0|}{ze}}. \tag{12}$$

From here on, $u$ denotes the electrode value $u_0$ unless a local potential is meant:

$$\sigma=\frac{\varepsilon kT}{ze\lambda}\,S(u),\qquad S=\operatorname{sgn}(u)\sqrt{\frac2\nu\ln D},\qquad \frac{C}{C_0}=\frac{dS}{du}=\frac{|\sinh u|}{D\,|S|}. \tag{13}$$

**Theorem 2**, still to be proved, states for $0<\nu<1$:

1. If $\nu<1/3$, $C$ has a local minimum at $u=0$ and one maximum on each side of it.
2. If $\nu\ge1/3$, $C$ has its maximum at $u=0$ and falls strictly as $|u|$ grows.

At $\nu=1/3$ the second derivative at $u=0$ vanishes, and the maximum is of fourth order.

The first step is **Lemma 3**, proved next: for small $u$,

$$\frac{C}{C_0}=1+\frac{1-3\nu}{8}u^2+5\left[\frac{1-15\nu+30\nu^2}{720}-\frac{(1-3\nu)^2}{1152}\right]u^4+O(u^6). \tag{14}$$

**Proof.** Let

$$t=D-1=\nu\left(\frac{u^2}{2}+\frac{u^4}{24}+\frac{u^6}{720}+\dots\right).$$

Up to sixth order, $t^2=\nu^2(u^4/4+u^6/24)$ and $t^3=\nu^3u^6/8$. Insertion in $\ln(1+t)=t-t^2/2+t^3/3-\dots$ gives

$$\ln D=\frac{\nu}{2}u^2+\left(\frac{\nu}{24}-\frac{\nu^2}{8}\right)u^4+\left(\frac{\nu}{720}-\frac{\nu^2}{48}+\frac{\nu^3}{24}\right)u^6+\dots$$

Multiplication by $2/\nu$ yields $S^2=u^2(1+Au^2+Bu^4+\dots)$ with

$$A=\frac{1-3\nu}{12},\qquad B=\frac{1-15\nu+30\nu^2}{360}.$$

The square root with the sign of $u$ is

$$S=u\left[1+\frac A2u^2+\left(\frac B2-\frac{A^2}{8}\right)u^4+\dots\right].$$

Differentiation multiplies the terms in $u^3$ and $u^5$ by 3 and 5. The coefficients of $C/C_0$ are therefore $3A/2=(1-3\nu)/8$ and $5(B/2-A^2/8)$, which is equation (14). $\square$

The quadratic coefficient is positive for $\nu<1/3$ and negative for $\nu>1/3$. At $\nu=1/3$ it vanishes, and the quartic coefficient is

$$\frac{5}{720}\left(1-5+\frac{10}{3}\right)=\frac{5}{720}\left(-\frac23\right)=-\frac1{216}. \tag{15}$$

It is negative, so the borderline case is a maximum. This proves the local part of Theorem 2.

### Remark 4: where the one third comes from

By equation (7), the screening charge density is proportional to $\sinh u/D$. Its expansion is

$$\frac{\sinh u}{D}=\left(u+\frac{u^3}{6}\right)\left(1-\frac{\nu u^2}{2}\right)+\dots=u+\left(\frac16-\frac\nu2\right)u^3+\dots$$

The term $1/6$ comes from the Boltzmann factors, which make the response grow faster than linearly. The term $-\nu/2$ comes from the loss of free cells. The two cancel at $\nu=1/3$. As long as the permittivity is uniform and does not depend on the field, the threshold value of $\nu$ does not depend on the temperature, the permittivity or the valence.

The same condition can be read from the bulk alone. Let $q$ be the charge of one bulk cell in units of $ze$. It is $+1$ or $-1$ with probability $\nu/2$ each, and $0$ with probability $1-\nu$. Then

$$\langle e^{-qu}\rangle=1-\nu+\nu\cosh u=D,$$

so $\ln D$ generates the cumulants of $q$. All even moments of $q$ equal $\nu$, and the fourth cumulant is

$$\kappa_4=\langle q^4\rangle-3\langle q^2\rangle^2=\nu-3\nu^2=\nu(1-3\nu).$$

The extremum changes its kind where the fourth cumulant of the cell charge vanishes. In a dilute solution most cells are empty and a charged cell is a rare event, which makes $\kappa_4$ positive. In a crowded one, with more than a third of the cells occupied, charge of fixed magnitude is common enough to make it negative.

### Lemma 4 (slope of the capacitance)

Let $s=\sinh^2(u/2)$ and $w=2\nu s=D-1$. For $u\neq0$,

$$\frac{d}{ds}\ln\frac{C}{C_0}=\nu\left[\frac1{2\nu+w}-g(w)\right], \tag{16}$$

$$g(w)=\frac{2}{1+w}-\frac1w+\frac{1}{(1+w)\ln(1+w)}. \tag{17}$$

**Proof.** From $\sinh u=2\sinh(u/2)\cosh(u/2)$ follows $|\sinh u|=2\sqrt{s(1+s)}$. The capacitance is then

$$\frac{C}{C_0}=\frac{2\sqrt{s(1+s)}}{(1+w)\sqrt{\frac2\nu\ln(1+w)}}=\frac{\sqrt{1+s}}{1+w}\sqrt{\frac{w}{\ln(1+w)}}, \tag{18}$$

because $2\sqrt s\,\sqrt{\nu/2}=\sqrt{2\nu s}=\sqrt w$. Its logarithm is

$$\tfrac12\ln(1+s)-\ln(1+w)+\tfrac12\ln w-\tfrac12\ln\ln(1+w).$$

Differentiation with $dw/ds=2\nu$ gives

$$\frac1{2(1+s)}-\frac{2\nu}{1+w}+\frac{\nu}{w}-\frac{\nu}{(1+w)\ln(1+w)}.$$

Since $2\nu(1+s)=2\nu+w$, the first term is $\nu/(2\nu+w)$. $\square$

### Lemma 5 (a decreasing function)

For $w>0$ the function $g$ is positive, and

$$h(w)=\frac1{g(w)}-w$$

decreases strictly from $h(0^+)=2/3$. It vanishes at $w_0\approx2.513$, the positive root of $w=2\ln(1+w)$.

**Proof.** For small $w$, $1/\ln(1+w)=(1/w)(1+w/2+\dots)$ and $1/(1+w)=1-w+\dots$. Their product is $1/w-1/2+O(w)$. In equation (17) the terms $1/w$ cancel, leaving $g(0^+)=2-1/2=3/2$.

Write $p=1/w$, $r=1/(1+w)$ and $\ell=\ln(1+w)$, so $g=2r-p+r/\ell$. The derivatives with respect to $w$ are $-p^2$ for $p$, $-r^2$ for $r$ and $-r/\ell^2$ for $1/\ell$. Hence

$$\frac{dg}{dw}=-2r^2+p^2-\frac{r^2}{\ell}-\frac{r^2}{\ell^2},$$

$$g^2=4r^2+p^2+\frac{r^2}{\ell^2}-4pr+\frac{4r^2}{\ell}-\frac{2pr}{\ell}.$$

In the sum the terms with $1/\ell^2$ cancel:

$$\frac{dg}{dw}+g^2=2(p-r)^2+\frac{r(3r-2p)}{\ell}.$$

Now $p-r=1/[w(1+w)]$ and $3r-2p=(w-2)/[w(1+w)]$, so

$$\frac{dg}{dw}+g^2=\frac{2\ln(1+w)-2w+w^2}{w^2(1+w)^2\ln(1+w)}. \tag{19}$$

The numerator vanishes at $w=0$, and its derivative is

$$\frac2{1+w}-2+2w=\frac{2w^2}{1+w}>0.$$

Thus the right side of equation (19) is positive for $w>0$.

As long as $g>0$, this means $d(1/g)/dw=-(dg/dw)/g^2<1$, and integration from zero gives $1/g<w+2/3$. If $g$ had a first zero, $1/g$ would diverge there, against this bound. So $g$ stays positive, and $dh/dw=d(1/g)/dw-1<0$ for all $w>0$.

The zero of $h$ requires $wg=1$, that is

$$\frac{2w}{1+w}-1+\frac{w}{(1+w)\ell}=1 .$$

Adding one and multiplying by $1+w$ gives $2w+w/\ell=2+2w$, hence $w=2\ell$. The difference $w-2\ln(1+w)$ starts at zero, decreases until $w=1$ and then increases without bound, so it has one positive root. $\square$

### Proof of Theorem 2

Since $g$ and $2\nu+w$ are positive, the bracket in equation (16) is positive when $1/g>2\nu+w$, that is, when $h(w)>2\nu$. It is negative when $h(w)<2\nu$. Both $s$ and $w$ increase with $|u|$.

If $\nu\ge1/3$, then $h(w)<2/3\le2\nu$ for all $w>0$, and $C$ falls strictly with $|u|$.

If $0<\nu<1/3$, then $2\nu$ lies between $0$ and $2/3$, and $h(w)=2\nu$ has one solution $w_*$, with $0<w_*<w_0$. The capacitance rises for $w<w_*$ and falls for $w>w_*$. $\square$

The peaks lie at

$$u_*=\pm2\operatorname{arsinh}\sqrt{\frac{w_*}{2\nu}}. \tag{20}$$

The free cells at the wall are reduced by the factor $D=1+w_*$, which stays below $1+w_0\approx3.5$. The maximum thus comes while a noticeable part of the bulk vacancy fraction is still left at the wall.

### Remark 5: how the two peaks merge

Let $\delta=1-3\nu$ be small and positive. As $2\nu\to2/3$, continuity of $h$ gives $w_*\to0$ and $u_*\to0$, so equation (14) may be used. Setting its derivative to zero and dividing by $u$ gives, to leading order,

$$\frac\delta4-\frac{4u_*^2}{216}=0\quad\Longrightarrow\quad u_*^2\approx\frac{27}{2}(1-3\nu). \tag{21}$$

The relative height above the central minimum is

$$\frac{\delta}{8}u_*^2-\frac{u_*^4}{216}=\left(\frac{27}{16}-\frac{27}{32}\right)\delta^2=\frac{27}{32}\delta^2.$$

The separation of the peaks closes as a square root, while the dip between them closes as a square. The dip therefore fades faster than the separation: at $1-3\nu=0.1$ the peaks lie at $u_*\approx\pm1.2$, while the dip is only about 0.8% deep.

### Worked example

Take the round parameters $z=1$, $a=1$ nm, relative permittivity 80 and $T=300$ K, for which $kT/e=0.02585$ V. Only $c_0$ is varied. The threshold concentration is

$$c_0=\frac{1}{6a^3}=0.167\ \text{nm}^{-3}=0.277\ \text{mol/L}.$$

For $\nu=0.1$ the Debye length is 1.069 nm and $C_0=66.3$ µF/cm². At fixed $a$, $C_0$ scales as $\sqrt\nu$, so at the threshold it is $66.26\sqrt{10/3}=121.0$ µF/cm². The capacitances in µF/cm² are:

| $\phi_0$ (V) | $\nu=0.1$ | $\nu=1/3$ | $\nu=0.6$ |
|---|---|---|---|
| 0 | 66.3 | 121.0 | 162.3 |
| 0.05 | 84.3 | 116.0 | 124.4 |
| 0.10 | 98.5 | 93.0 | 87.8 |
| 0.20 | 67.5 | 60.6 | 57.9 |
| 0.40 | 41.9 | 40.1 | 39.2 |

The first column rises and then falls; the other two fall from the start. For $\nu=0.1$ the peak is at $u_*=3.590$, or $3.590\times0.02585=0.0928$ V. There $s=\sinh^2(1.795)=8.565$ and $w=0.2\times8.565=1.713$. Equation (18) gives

$$\frac{C}{C_0}=\frac{\sqrt{9.565}}{2.713}\sqrt{\frac{1.713}{\ln2.713}}=1.493,$$

and $1.493\times66.26=98.9$ µF/cm², in agreement with the unrounded value 98.95.

At $\nu=1/3$ and 0.05 V, $u=1.934$. The quartic term alone predicts $C/C_0=1-1.934^4/216=0.935$, whereas the full ratio is $115.97/120.97=0.959$. Higher terms already matter at this potential. For $\nu=0.6$ the quartic coefficient is positive, $+0.0167$, yet the curve never turns upward: the expansion describes the neighbourhood of $u=0$, and Theorem 2 covers the rest.

At 0.40 V the three columns nearly agree. The saturated layer of equation (12) gives 37.7 µF/cm² for all of them, and the full values lie above this estimate by 11%, 6% and 4% of it. The order follows from the term $\ln(2/\nu)$ in equation (11). The numerical output also compares equation (2) with charges integrated from numerically solved potential profiles.

### Conditions under which the result fails

**Short screening length.** With the Bjerrum length $l_B=z^2e^2/(4\pi\varepsilon kT)$, the definition of $\lambda$ becomes $\lambda^2=a^3/(4\pi l_B\nu)$. At the threshold,

$$\frac{\lambda^2}{a^2}=\frac{3a}{4\pi l_B}.$$

In the example $l_B=0.696$ nm and $\lambda/a=0.59$: the potential changes within less than one cell, where assumption 4 has no firm basis. To have $\lambda>a$ at the threshold, the cell edge would have to exceed $4\pi l_B/3=2.9$ nm. The value one third is thus a property of this lattice mean-field model, and need not hold for a real electrolyte.

**Strong fields.** The surface field in the model is $|\sigma|/\varepsilon$. At $\nu=1/3$ and 0.40 V it is about 0.40 V/nm in the example. In fields of this size the permittivity of water lies well below its bulk value, so the entries of the table illustrate the model and are not predictions for an aqueous electrolyte. As a rough estimate, take Booth's law $\varepsilon_r=1.78+(80-1.78)\,3L(\beta E)/(\beta E)$, with the Langevin function $L$ and $\beta=1.41\times10^{-8}$ m/V. At $\nu=1/3$ it lowers the capacitance by about 7% at 0.05 V, by about a quarter at 0.10 V and by a factor of more than four at 0.40 V. A capacitance that falls at high potential in water therefore need not be due to crowding alone. The threshold is affected too: a permittivity that decreases as the square of the field lowers the coefficient of $u^2$ in equation (14) and moves the threshold below one third. For $\varepsilon(1-b\,\mathcal E^2)$, with the field $\mathcal E$ in units of $kT/(ze\lambda)$, the coefficient is lowered by $3b/4$ and the threshold lies at $\nu=(1-6b)/3$. Booth's law puts it near 0.29 in the example.

**Unequal ions.** The proof used that $D$ is even in $u$. Suppose instead that the ions on the same lattice have unequal valences, with $q$ in units of $e$, $u=e\phi_0/kT$, and a neutral bulk, $\langle q\rangle=0$. Let $\kappa_2=\langle q^2\rangle$ and $\kappa_3=\langle q^3\rangle$. The Debye length is now given by $\lambda^2=\varepsilon kT\,a^3/(e^2\kappa_2)$, and again $C_0=\varepsilon/\lambda$ and $\sigma=(\varepsilon kT/e\lambda)\,S$. The argument of Part I then gives $S^2=(2/\kappa_2)\ln\langle e^{-qu}\rangle$. For small $u$ this is $S^2=u^2[1-\kappa_3u/(3\kappa_2)+\dots]$, and

$$\frac{C}{C_0}=1-\frac{\kappa_3}{3\kappa_2}u+\dots$$

For $\kappa_3\ne0$ the point of zero charge is no extremum at all.

**A Stern layer.** An ion-free layer of constant capacitance $C_H$ does not move the threshold. The total potential is $\phi_0+\sigma/C_H$, which increases with $\phi_0$, and its derivative with respect to $\sigma$ gives $1/C_{\rm tot}=1/C+1/C_H$. Since $C_{\rm tot}$ increases with $C$, every maximum remains a maximum and every minimum a minimum. The values themselves are lowered, so the table describes the diffuse layer alone. If $C_H$ itself depends on the charge, its own curvature enters, and the threshold can shift.

## Calculated quantities

```
valence z = 1
cell edge a = 1.0 nm
relative permittivity = 80
temperature = 300 K
thermal voltage kT/(ze) = 0.02585 V
Bjerrum length = 0.6963 nm
packing fraction nu = 0.1000
  c0 = 0.0500 nm^-3 = 0.0830 mol/L
  Debye length = 1.0691 nm, lambda/a = 1.0691
  C0 = 66.26 microF/cm^2
  u^2 coefficient = 0.087500, u^4 = -0.003516
  C at 0.05 V = 84.29 microF/cm^2
  C at 0.10 V = 98.53 microF/cm^2
  C at 0.20 V = 67.46 microF/cm^2
  C at 0.40 V = 41.94 microF/cm^2
  wall anion occupancy at 0.20 V = 0.9922
packing fraction nu = 0.3333
  c0 = 0.1667 nm^-3 = 0.2768 mol/L
  Debye length = 0.5856 nm, lambda/a = 0.5856
  C0 = 120.97 microF/cm^2
  u^2 coefficient = 0.000000, u^4 = -0.004630
  C at 0.05 V = 115.97 microF/cm^2
  C at 0.10 V = 93.01 microF/cm^2
  C at 0.20 V = 60.65 microF/cm^2
  C at 0.40 V = 40.05 microF/cm^2
  wall anion occupancy at 0.20 V = 0.9983
packing fraction nu = 0.6000
  c0 = 0.3000 nm^-3 = 0.4982 mol/L
  Debye length = 0.4365 nm, lambda/a = 0.4365
  C0 = 162.29 microF/cm^2
  u^2 coefficient = -0.100000, u^4 = 0.016667
  C at 0.05 V = 124.36 microF/cm^2
  C at 0.10 V = 87.77 microF/cm^2
  C at 0.20 V = 57.93 microF/cm^2
  C at 0.40 V = 39.22 microF/cm^2
  wall anion occupancy at 0.20 V = 0.9994
peak for nu = 0.1: u = 3.5900, phi0 = 0.0928 V
peak capacitance = 98.95 microF/cm^2
positive root of x = 2 ln(1+x): 2.5129
saturated-layer estimate at 0.40 V = 37.66 microF/cm^2
largest relative error, profile against formula = 1.3e-05
```
